# Bond Lengths of H2 and D2 from the Adiabatic Correction: verification in Python

```python
# Result under test: the adiabatic correction U(R) = D(R)/M moves the minimum R0
# of the clamped-nuclei curve V(R) by -D'(R0)/(k M), so that
#   R_e(H2) - R_e(D2) = -(D'(R0)/k) (1/M_p - 1/M_d).
# Symbols (Hartree atomic units): R bond length, k = V''(R0), M nuclear mass,
# D = (1/2) sum over nuclei A of <grad_A Psi | grad_A Psi>, Psi the electronic state.
# Level of theory: two-electron full CI in the cc-pVTZ basis.
import numpy as np
from numpy.polynomial import Polynomial
from scipy.constants import physical_constants
from scipy.interpolate import make_interp_spline
from scipy.linalg import eigh
from scipy.optimize import brentq
from pyscf import gto

BASIS = "cc-pvtz"
M_P = physical_constants["proton-electron mass ratio"][0]
M_D = physical_constants["deuteron-electron mass ratio"][0]
BOHR_FM = physical_constants["Bohr radius"][0] * 1e15
STEP = 0.005  # displacement of a nucleus in wavefunction derivatives, bohr


def solve(pos_a, pos_b):
    """Singlet full-CI ground state: molecule, energy, AO pair coefficients."""
    mol = gto.M(atom=[["H", tuple(pos_a)], ["H", tuple(pos_b)]],
                basis=BASIS, unit="Bohr", verbose=0)
    s_val, s_vec = np.linalg.eigh(mol.intor("int1e_ovlp"))
    x = (s_vec / np.sqrt(s_val)) @ s_vec.T
    h = x @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ x
    g = mol.intor("int2e")
    for _ in range(4):  # each pass transforms the first index and cycles it
        g = np.tensordot(g, x, axes=(0, 0))
    n = len(h)
    p, q = np.tril_indices(n)
    unit = np.eye(n)
    full = (g.transpose(0, 2, 1, 3)
            + np.einsum("pr,qs->pqrs", h, unit)
            + np.einsum("pr,qs->pqrs", unit, h)).reshape(n * n, n * n)
    rows = full[p * n + q]
    norm = np.where(p == q, 0.5, np.sqrt(0.5))
    ham = 2 * np.outer(norm, norm) * (rows[:, p * n + q] + rows[:, q * n + p])
    val, vec = eigh(ham, subset_by_index=[0, 0])
    c = np.zeros((n, n))
    c[p, q] += norm * vec[:, 0]
    c[q, p] += norm * vec[:, 0]
    distance = np.linalg.norm(np.subtract(pos_a, pos_b))
    return mol, val[0] + 1 / distance, x @ c @ x


def overlap(one, two):
    s = gto.intor_cross("int1e_ovlp", one[0], two[0])
    return abs(np.sum(one[2] * (s @ two[2] @ s.T)))


def centred(r, angle=0.0):
    a = 0.5 * r * np.array([np.sin(angle), 0.0, np.cos(angle)])
    return solve(a, -a)


def d_lab(r):
    """D from displacing one nucleus; the other contributes equally."""
    b = np.array([0.0, 0.0, -r / 2])
    total = 0.0
    for axis, weight in ((2, 1), (0, 2)):
        shift = np.zeros(3)
        shift[axis] = STEP
        s = overlap(solve(-b + shift, b), solve(-b - shift, b))
        total += weight * (1 - s) / (2 * STEP**2)
    return total


def d_parts(r):
    """Energy and the parts of D in midpoint and relative coordinates."""
    state = centred(r)
    mol, energy, c = state
    s = mol.intor("int1e_ovlp")
    kinetic = 2 * np.sum(c * (mol.intor("int1e_kin") @ c @ s))
    p1p2 = -sum(np.sum(c * (g @ c @ g.T)) for g in mol.intor("int1e_ipovlp"))
    s_stretch = overlap(centred(r + STEP), centred(r - STEP))
    stretch = (1 - s_stretch) / (2 * STEP**2)
    turn_length = 2 * STEP
    s_turn = overlap(state, centred(r, turn_length / r))
    turning = 2 * 2 * (1 - s_turn) / turn_length**2
    return np.array([energy, kinetic / 2, p1p2 / 2, stretch, turning])


# Smooth curves of V and D near the minimum, D from the laboratory frame
half_width, centre, n_nodes = 0.15, 1.40, 7
nodes = centre + half_width * np.cos(np.pi * (np.arange(n_nodes) + 0.5) / n_nodes)
v_fit = Polynomial.fit(nodes, [centred(r)[1] for r in nodes], n_nodes - 1)
d_fit = Polynomial.fit(nodes, [d_lab(r) for r in nodes], n_nodes - 1)


def minimum(inverse_mass):
    slope = v_fit.deriv() + inverse_mass * d_fit.deriv()
    return brentq(slope, 1.3, 1.5, xtol=1e-14)


R0 = minimum(0.0)

# Independent derivatives at R0: finite differences of the midpoint form
h = 0.04
f = np.array([d_parts(R0 + j * h) for j in (-2, -1, 0, 1, 2)])
first = (f[0] - 8 * f[1] + 8 * f[3] - f[4]) / (12 * h)
k = (-f[0, 0] + 16 * f[1, 0] - 30 * f[2, 0] + 16 * f[3, 0] - f[4, 0]) / (12 * h**2)
v3 = (f[4, 0] - 2 * f[3, 0] + 2 * f[1, 0] - f[0, 0]) / (2 * h**3)
d0, d_slope = f[2, 1:].sum(), first[1:].sum()

# Two frames must give the same D and slope (finite displacements limit agreement)
assert abs(d0 - d_fit(R0)) < 3e-4
assert abs(d_slope - d_fit.deriv()(R0)) < 0.01 * abs(d_slope)
assert d_slope < 0

# Separated atoms: D tends to <p^2> = 1 of a hydrogen atom, up to basis error
d_far = d_lab(12.0)
assert abs(d_far - 1) < 0.01

# First-order shifts against direct minimization of V + D/M
shift_h, shift_d = -d_slope / (k * M_P), -d_slope / (k * M_D)
direct_h, direct_d = minimum(1 / M_P) - R0, minimum(1 / M_D) - R0
diff, direct_diff = shift_h - shift_d, direct_h - direct_d
assert abs(shift_h - direct_h) < 0.01 * direct_h
assert abs(shift_d - direct_d) < 0.01 * direct_d
assert abs(diff - direct_diff) < 0.01 * direct_diff


# Second-order remainder, tested with a nucleus ten times lighter than the proton
def expansion(inverse_mass):
    k_fit = v_fit.deriv(2)(R0)
    x1 = -inverse_mass * d_fit.deriv()(R0) / k_fit
    curvature_term = -inverse_mass * d_fit.deriv(2)(R0) * x1 / k_fit
    cubic_term = -0.5 * v_fit.deriv(3)(R0) * x1**2 / k_fit
    return x1, curvature_term, cubic_term


x1, term_a, term_b = expansion(10 / M_P)
light_direct = minimum(10 / M_P) - R0
assert abs(light_direct - x1 - term_a - term_b) < 0.2 * (abs(term_a) + abs(term_b))
second_h = sum(expansion(1 / M_P)[1:])

# Virial estimate of the kinetic slope; a finite basis obeys the theorem roughly
virial_slope = -k * R0 / 2
assert abs(first[1] - virial_slope) < 0.10 * abs(virial_slope)

# Vibrational averages of R on V alone, by a sinc-function grid
r_pts = np.linspace(0.6, 3.0, 16)
spline = make_interp_spline(r_pts, [centred(r)[1] for r in r_pts], k=5)


def mean_r(mass):
    mu = mass / 2
    r = np.linspace(0.62, 2.98, 130)
    dx = r[1] - r[0]
    i = np.arange(len(r))
    gap = i[:, None] - i[None, :]
    safe = np.where(gap == 0, 1, gap)
    kin = np.where(gap == 0, np.pi**2 / 6, (-1.0) ** gap / safe**2) / (mu * dx**2)
    vec = eigh(kin + np.diag(spline(r)), subset_by_index=[0, 0])[1][:, 0]
    return np.sum(vec**2 * r)


mean_h, mean_d = mean_r(M_P), mean_r(M_D)
cubic_h, cubic_d = (-v3 / (4 * k * np.sqrt(k * m / 2)) for m in (M_P, M_D))
assert abs(cubic_h - (mean_h - R0)) < 0.10 * (mean_h - R0)
assert abs(cubic_d - (mean_d - R0)) < 0.10 * (mean_d - R0)
assert mean_h - mean_d > 10 * diff

print("Level: two-electron full CI, basis", BASIS)
print(f"proton mass M_p                        {M_P:.4f} m_e")
print(f"deuteron mass M_d                      {M_D:.4f} m_e")
print(f"minimum R0 of V                        {R0:.5f} bohr")
print(f"V(R0)                                  {f[2, 0]:.6f} hartree")
print(f"force constant k                       {k:.5f} hartree/bohr^2")
print(f"third derivative V'''(R0)              {v3:.3f} hartree/bohr^3")
print("D and its parts at R0 (a.u.), then slopes (a.u.):")
names = ("kinetic T/2", "<p1.p2>/2", "stretching", "turning (both)")
for name, value, slope in zip(names, f[2, 1:], first[1:]):
    print(f"  {name:20s} {value:10.5f} {slope:10.5f}")
print(f"  {'total, midpoint form':20s} {d0:10.5f} {d_slope:10.5f}")
print(f"  {'total, lab frame':20s} {d_fit(R0):10.5f} {d_fit.deriv()(R0):10.5f}")
print(f"D at R = 12 bohr                       {d_far:.5f} a.u.")
print(f"virial estimate -k R0/2 of T/2 slope   {virial_slope:.5f} a.u.")
print(f"U(R0) for H2                           {d0 / M_P:.4e} hartree")
print(f"U(R0) for D2                           {d0 / M_D:.4e} hartree")
print(f"U'(R0) for H2                          {d_slope / M_P:.4e} hartree/bohr")
print(f"U'(R0) for D2                          {d_slope / M_D:.4e} hartree/bohr")
print(f"shift H2, first order                  {shift_h:.4e} bohr")
print(f"shift H2, direct minimization          {direct_h:.4e} bohr")
print(f"shift D2, first order                  {shift_d:.4e} bohr")
print(f"shift D2, direct minimization          {direct_d:.4e} bohr")
print(f"second-order term for H2               {second_h:.1e} bohr")
print(f"rough estimate R0/(2 M_p) for H2       {R0 / (2 * M_P):.4e} bohr")
print(f"R_e(H2) - R_e(D2), first order         {diff:.4e} bohr")
print(f"R_e(H2) - R_e(D2), direct              {direct_diff:.4e} bohr")
print(f"R_e(H2) - R_e(D2), first order         {diff * BOHR_FM:.2f} fm")
print(f"light nucleus M_p/10: direct shift     {light_direct:.5e} bohr")
print(f"light nucleus M_p/10: first order      {x1:.5e} bohr")
print(f"light nucleus M_p/10: second order     {term_a + term_b:.2e} bohr")
print(f"<R> - R0, H2: grid, cubic formula      {mean_h - R0:.4f}, {cubic_h:.4f} bohr")
print(f"<R> - R0, D2: grid, cubic formula      {mean_d - R0:.4f}, {cubic_d:.4f} bohr")
print(f"<R>(H2) - <R>(D2) on V alone           {mean_h - mean_d:.4f} bohr")
print(f"ratio of this to the R_e difference    {(mean_h - mean_d) / diff:.0f}")
print("PASS")
```

Output:

```
Level: two-electron full CI, basis cc-pvtz
proton mass M_p                        1836.1527 m_e
deuteron mass M_d                      3670.4830 m_e
minimum R0 of V                        1.40335 bohr
V(R0)                                  -1.172337 hartree
force constant k                       0.37076 hartree/bohr^2
third derivative V'''(R0)              -1.286 hartree/bohr^3
D and its parts at R0 (a.u.), then slopes (a.u.):
  kinetic T/2             0.58485   -0.25505
  <p1.p2>/2               0.05076   -0.01952
  stretching              0.21035   -0.04173
  turning (both)          0.11244    0.06350
  total, midpoint form    0.95840   -0.25280
  total, lab frame        0.95838   -0.25279
D at R = 12 bohr                       0.99955 a.u.
virial estimate -k R0/2 of T/2 slope   -0.26016 a.u.
U(R0) for H2                           5.2196e-04 hartree
U(R0) for D2                           2.6111e-04 hartree
U'(R0) for H2                          -1.3768e-04 hartree/bohr
U'(R0) for D2                          -6.8874e-05 hartree/bohr
shift H2, first order                  3.7134e-04 bohr
shift H2, direct minimization          3.7136e-04 bohr
shift D2, first order                  1.8576e-04 bohr
shift D2, direct minimization          1.8576e-04 bohr
second-order term for H2               3.8e-08 bohr
rough estimate R0/(2 M_p) for H2       3.8215e-04 bohr
R_e(H2) - R_e(D2), first order         1.8558e-04 bohr
R_e(H2) - R_e(D2), direct              1.8560e-04 bohr
R_e(H2) - R_e(D2), first order         9.82 fm
light nucleus M_p/10: direct shift     3.71699e-03 bohr
light nucleus M_p/10: first order      3.71318e-03 bohr
light nucleus M_p/10: second order     3.85e-06 bohr
<R> - R0, H2: grid, cubic formula      0.0474, 0.0470 bohr
<R> - R0, D2: grid, cubic formula      0.0334, 0.0332 bohr
<R>(H2) - <R>(D2) on V alone           0.0140 bohr
ratio of this to the R_e difference    76
PASS
```
